# Zeeman Field and Spin-Valley Anticrossing in a Silicon Dot

## Problem

One electron sits in the lowest orbital of a silicon MOS quantum dot. The interface leaves two valley states, $|+\rangle$ and $|-\rangle$, separated by $E_v=0.3$ meV. A magnetic field $B$ lies in the plane of the interface, and $g=2$.

(a) Neglect any coupling between spin and valley. At which field does the Zeeman energy equal the valley splitting, and which two states meet there?

(b) Add a weak spin-valley coupling, linear in the spin and even under time reversal. What form can it take in the space of the four states?

(c) Diagonalize the four-level problem. Find the position and size of the anticrossing, and the spin content of the states near it. For numbers, take a coupling vector of length $0.2$ μeV at $30^\circ$ to the field.

**Conventions.** The Pauli matrices $\tau_i$ act on the valley, with $\tau_z=+1$ for the upper state $|+\rangle$. The $\sigma_i$ act on the spin, with $z$ along $B$. With $g>0$ and $E_Z=g\mu_BB$, the uncoupled Hamiltonian is

$$H_0=\tfrac12E_v\tau_z+\tfrac12E_Z\sigma_z ,$$

so spin down is lower. Other orbitals are left out, and $E_v$ means the splitting at the working field.

## Hints

1. Write down the four energies of $H_0$ and look for two that meet at $B>0$.
2. At $B=0$ and without spin terms, the orbital Hamiltonian is real. What does this allow you to choose for the valley wavefunctions? Spin changes sign under time reversal, so what must its orbital partner do?
3. Split the coupling into parts along and across $B$. The part along $B$ conserves $\sigma_z$ and can be removed by a rotation of the valley that depends on the spin.
4. See which states the remaining part connects. The $4\times4$ matrix falls into two blocks.

## Solution

### (a) The crossing field

The energies of $H_0$ are

$$E_{\pm,\uparrow}=\pm\tfrac12E_v+\tfrac12E_Z,\qquad E_{\pm,\downarrow}=\pm\tfrac12E_v-\tfrac12E_Z .$$

The states $|-,\uparrow\rangle$ and $|+,\downarrow\rangle$ meet when $-E_v+E_Z=E_v-E_Z$, that is, when $E_Z=E_v$. Hence

$$B_0=\frac{E_v}{g\mu_B}=\frac{300\ \mu\text{eV}}{2\times57.88\ \mu\text{eV/T}}=2.59\ \text{T}.$$

The two states differ in both spin and valley, so only a coupling term that changes both has a matrix element between them.

### (b) The allowed coupling

Without field and spin terms, the orbital Hamiltonian is real and its two valley eigenstates are not degenerate. Their wavefunctions can therefore be chosen real. In this basis time reversal is $T=i\sigma_yK$, where $K$ is complex conjugation.

Write the coupling as $\sum_iO_i\sigma_i$, with Hermitian $2\times2$ valley matrices $O_i$. Since $T\sigma_iT^{-1}=-\sigma_i$, invariance requires $O_i^*=-O_i$. Each $O_i$ is then purely imaginary and, being Hermitian, antisymmetric. In two dimensions this leaves a real multiple of $\tau_y$:

$$H_{sv}=\tau_y\,(\mathbf a\cdot\boldsymbol\sigma),\qquad \mathbf a\ \text{real}.$$

We keep this form at finite $B$, which neglects the action of the field on the orbitals. With that action, a term $\tau_x(\mathbf b\cdot\boldsymbol\sigma)$ with $\mathbf b$ linear in $B$ is also allowed; its possible size is discussed below, beside the real device. Let $a_\parallel$ be the component of $\mathbf a$ along $B$ and $a_\perp\ge0$ the component across it, and choose the spin $x$ axis along the latter:

$$H=\tfrac12E_v\tau_z+\tfrac12E_Z\sigma_z+a_\parallel\tau_y\sigma_z+a_\perp\tau_y\sigma_x .$$

### (c) Diagonalization

**Removing the parallel part.** Let $G=\tau_x\sigma_z$, so that $G^2=1$, and $U=e^{i\theta G/2}$. Both $\tau_z$ and $\tau_y\sigma_z$ anticommute with $G$. For either of them, called $X$,

$$UXU^\dagger=U^2X=(\cos\theta+iG\sin\theta)X .$$

From $\tau_x\tau_z=-i\tau_y$ and $\tau_x\tau_y=i\tau_z$ we get $iG\tau_z=\tau_y\sigma_z$ and $iG\tau_y\sigma_z=-\tau_z$. Therefore

$$U\left(\tfrac12E_v\tau_z+a_\parallel\tau_y\sigma_z\right)U^\dagger
=\left(\tfrac12E_v\cos\theta-a_\parallel\sin\theta\right)\tau_z+\left(\tfrac12E_v\sin\theta+a_\parallel\cos\theta\right)\tau_y\sigma_z .$$

The last term vanishes for

$$\cos\theta=\frac{E_v}{W},\qquad\sin\theta=-\frac{2a_\parallel}{W},\qquad W=\sqrt{E_v^2+4a_\parallel^2},$$

and the coefficient of $\tau_z$ becomes $(E_v^2+4a_\parallel^2)/(2W)=W/2$.

The other two terms are unchanged. $G$ commutes with $\sigma_z$. It also commutes with $\tau_y\sigma_x$, because exchanging the factors gives one minus sign from the valley matrices and one from the spin matrices. The rotated Hamiltonian is

$$H'=\tfrac12W\tau_z+\tfrac12E_Z\sigma_z+a_\perp\tau_y\sigma_x .$$

**Two blocks.** Since $\tau_y|-\rangle=-i|+\rangle$ and $\sigma_x$ flips the spin, the last term connects $|-,\uparrow\rangle$ with $|+,\downarrow\rangle$, and $|-,\downarrow\rangle$ with $|+,\uparrow\rangle$. With the detuning $d=E_Z-W$, the first pair, in the order $|+,\downarrow\rangle,|-,\uparrow\rangle$, has the matrix

$$h=\begin{pmatrix}-d/2&-ia_\perp\\ ia_\perp&d/2\end{pmatrix}.$$

Its trace is zero and its determinant is $-d^2/4-a_\perp^2$. The eigenvalues are therefore

$$E=\pm\tfrac12\Omega,\qquad \Omega=\sqrt{(E_Z-W)^2+4a_\perp^2}.$$

In the second pair, the diagonal elements are $\pm(E_Z+W)/2$ and the coupling has the same magnitude, so

$$E=\pm\tfrac12\sqrt{(E_Z+W)^2+4a_\perp^2}.$$

These four levels are exact within the model; weak coupling has not been used. At $B=0$ they reduce to $\pm\frac12\sqrt{E_v^2+4|\mathbf a|^2}$, each twice, as Kramers degeneracy requires.

**Position and gap.** The first pair is closest at $E_Z=W$, where its gap is $2a_\perp$. The parallel component shifts the centre and the transverse component opens the gap. Within this model, if $B$ is parallel to $\mathbf a$, the levels cross. An in-plane field can reach that direction only if $\mathbf a$ itself lies in the plane.

**Spin content.** Let the upper state have amplitudes $c_+$ on $|+,\downarrow\rangle$ and $c_-$ on $|-,\uparrow\rangle$. The first row of $hc=Ec$ gives $(E+d/2)c_+=-ia_\perp c_-$. Since $a_\perp^2=(E-d/2)(E+d/2)$,

$$\frac{|c_+|^2}{|c_-|^2}=\frac{a_\perp^2}{(E+d/2)^2}=\frac{E-d/2}{E+d/2}.$$

Normalizing and setting $E=\Omega/2$ gives the probability of spin up,

$$P_\uparrow=|c_-|^2=\frac12\left(1+\frac d\Omega\right).$$

The rotation $U$ commutes with $\sigma_z$, so this is also the spin probability in the original frame. Well above the centre, $d\gg2a_\perp$, the spin-down admixture is about $a_\perp^2/d^2$.

### Numbers

The components are $a_\parallel=0.2\cos30^\circ=0.173$ μeV and $a_\perp=0.2\sin30^\circ=0.100$ μeV. The gap is

$$2a_\perp=0.200\ \mu\text{eV}\quad(48.4\ \text{MHz}).$$

Divided by $g\mu_B=115.8$ μeV/T, it corresponds to a field interval of 1.73 mT. The shift of the centre is much smaller:

$$W-E_v\simeq\frac{2a_\parallel^2}{E_v}=\frac{2\times0.0300}{300}=2.0\times10^{-4}\ \mu\text{eV},$$

or 1.7 μT. For this weak coupling the answer to (a) also locates the anticrossing.

One millitesla above the centre, $d=0.116$ μeV and $\Omega=\sqrt{0.116^2+0.200^2}=0.231$ μeV. The levels lie at $\pm0.116$ μeV and $P_\uparrow=0.75$. At 20 mT above the centre, $P_\uparrow=0.998$. The states exchange their spin character within a few millitesla, on a field of 2.59 T.

The ground state belongs to the other block. At the centre it lies at $-\sqrt{W^2+a_\perp^2}$, lower than $-W$ by about $a_\perp^2/(2W)=1.7\times10^{-5}$ μeV. The transitions from it have energies $\sqrt{W^2+a_\perp^2}\pm a_\perp$, or 72.516 and 72.564 GHz. The numerical output lists further points through the anticrossing.

### The model beside a real device

A valley splitting of a few tenths of a meV is a reasonable rough value for a silicon MOS dot; the coupling varies between devices, and $0.2$ μeV is an illustrative size. For an interface field of 0.15 MV/cm, a triangular well with an infinitely high wall puts the next subband 37 meV up and the other four valleys 34 meV up, roughly a hundred times $E_v$. Penetration into a real oxide lowers the second value by a few meV. The lateral orbital excitation must also lie well above 0.3 meV. The oxide field is 0.45 MV/cm, well below a rough breakdown value of 10 MV/cm.

The most delicate assumption is a fixed $E_v$. At a sharp, high barrier, valley mixing is a contact effect proportional to $|\psi'(0)|^2$, and hence to the interface field. A change of only 100 V/cm then moves $E_v$ by one full gap. This figure assumes that the proportionality still holds, and is a rough estimate for an interface that is not abrupt. Steps and roughness break the flat-interface assumption: if they change $E_v$ by 10%, the crossing moves by 0.26 T. They also matter for $\mathbf a$ itself. On an ideally flat interface, valley and lateral motion separate, the real envelope has zero mean momentum, and a spin-orbit term linear in momentum gives $\mathbf a=0$. A finite $\mathbf a$ needs valley and lateral motion to be mixed, as a step under the dot does.

The neglected term $\tau_x(\mathbf b\cdot\boldsymbol\sigma)$ need not be small beside $a_\perp$. It adds $b_x+ib_y$ to the element $-ia_\perp$ of the middle block, so the gap becomes about $2\sqrt{b_x^2+(a_\perp-b_y)^2}$. An intervalley $g$-tensor element of only 0.001 gives $|\mathbf b|=0.001\,\mu_BB_0/2=0.075$ μeV. The gap is then 0.25 μeV for $\mathbf b$ along $x$, 0.05 or 0.35 μeV for $\mathbf b$ along $\pm y$, and 0.15 μeV rather than zero for $B$ parallel to $\mathbf a$. An error of 0.001 in $g$ moves it by 1.3 mT, comparable with the width of the anticrossing.

The in-plane field also raises the orbital energy by nearly 3 μeV if the lateral confinement is weak, and by somewhat less if it is stronger. This is roughly fifteen times the gap, but it is common to both valleys at leading order. A difference of 7% between the valleys would shift the centre by one gap, which is why $E_v$ must be taken at the working field.

At 0.1 K, $k_BT=8.6$ μeV is far below $E_v$, and thermal occupation of the excited levels is negligible. At 1 K it is about 6%. In both cases $k_BT$ exceeds the gap, so cooling alone does not select one member of the mixed pair.

## Variation 1: a spin prepared at the centre

The electron is prepared in $|-,\uparrow\rangle$ at $d=0$. When is it found in $|+,\downarrow\rangle$?

Neglect the small rotation by $\theta$, whose half-angle is about $a_\parallel/E_v=6\times10^{-4}$. At $d=0$ the block obeys $h^2=a_\perp^2$, so the exponential series sums to

$$e^{-iht/\hbar}=\cos\frac{a_\perp t}{\hbar}-\frac{ih}{a_\perp}\sin\frac{a_\perp t}{\hbar}.$$

The off-diagonal element of $h$ has magnitude $a_\perp$, which gives

$$P_{+,\downarrow}(t)=\sin^2\frac{a_\perp t}{\hbar}.$$

The period is $\pi\hbar/a_\perp=20.7$ ns, the inverse of 48.4 MHz. Transfer is complete after 10.3 ns, provided the detuning stays well below the gap during that time.

## Variation 2: a decaying valley state

Now $|+,\downarrow\rangle$ decays to the ground state at rate $\Gamma$. Neglect the decay of $|-,\uparrow\rangle$ itself and thermal excitation from the ground state. When does the anticrossing survive?

A population decaying as $e^{-\Gamma t}$ has an amplitude decaying as $e^{-\Gamma t/2}$, so we add $-i\hbar\Gamma/2$ to the energy of $|+,\downarrow\rangle$. At $d=0$ the eigenvalues satisfy

$$\lambda\left(\lambda+\frac{i\hbar\Gamma}{2}\right)=a_\perp^2
\quad\Rightarrow\quad
\lambda=-\frac{i\hbar\Gamma}{4}\pm\sqrt{a_\perp^2-\left(\frac{\hbar\Gamma}{4}\right)^2}.$$

The real energies are split if

$$\Gamma<\frac{4a_\perp}{\hbar}=6.1\times10^{8}\ \text{s}^{-1}.$$

Below this limit both states have an imaginary energy $-\hbar\Gamma/4$, so both populations decay at $\Gamma/2$. Above it the real parts coincide and the two states differ in their decay rates instead. This limit concerns the eigenvalues, not the line shape. The spectral function of $|-,\uparrow\rangle$ is proportional to $1/[(\omega^2-a_\perp^2)^2+(\hbar\Gamma/2)^2\omega^2]$, with $\omega$ the energy measured from the centre, and it shows two maxima only for $\hbar\Gamma<2\sqrt2\,a_\perp$, or $\Gamma<4.3\times10^{8}\ \text{s}^{-1}$.

Away from the centre, and for $\hbar\Gamma\ll\Omega$, first-order perturbation theory gives each state a decay rate equal to $\Gamma$ times its weight on $|+,\downarrow\rangle$. For the mostly spin-up state, this weight falls from 0.5 at the centre to 0.027 at a distance of 5 mT. With $\Gamma$ held fixed, its relaxation is therefore about 18 times faster at the centre: a relaxation hot spot caused by the valley admixture.

## Table of computed values

```
INPUTS (rough values for a silicon MOS dot)
valley splitting Ev = 0.300 meV
g factor = 2.000
Bohr magneton = 57.8838 ueV/T
coupling |a| = 0.200 ueV, angle to B = 30 deg
a_par = 0.1732 ueV, a_perp = 0.1000 ueV
CROSSING AND ANTICROSSING
uncoupled crossing field B0 = 2.5914 T
shift of centre, W - Ev = 2.000e-04 ueV
shift of centre in field = 1.728 uT
gap = 0.2000 ueV = 48.36 MHz
field width gap/(g mu_B) = 1.728 mT
ground level lowered by 1.667e-05 ueV
lower transition = 72.5155 GHz
upper transition = 72.5639 GHz
oscillation period at centre = 20.68 ns
decay-rate limit 4 a_perp/hbar = 6.077e+08 1/s
MIDDLE PAIR: B-Bcentre (mT), E_low (ueV), E_up (ueV), P_up(spin up)
 -20    -1.1620     1.1620  0.00185
  -5    -0.3062     0.3062  0.02741
  -1    -0.1155     0.1155  0.24952
   0    -0.1000     0.1000  0.50000
   1    -0.1155     0.1155  0.75048
   5    -0.3062     0.3062  0.97259
  20    -1.1620     1.1620  0.99815
NEGLECTED EFFECTS
interface field = 0.150 MV/cm
masses: m_l = 0.92, m_t = 0.19 (electron masses)
next subband above lowest = 36.8 meV
other four valleys above = 34.0 meV
rms thickness of the state = 0.978 nm
common diamagnetic shift at B0 = 2.97 ueV
interface-field change moving Ev by one gap = 100.0 V/cm
B0 change for a g change of 0.001 = 1.296 mT
T = 0.1 K: kT = 8.62 ueV, excited population = 1.52e-15
T = 1.0 K: kT = 86.17 ueV, excited population = 5.88e-02
oxide field = 0.450 MV/cm
oxide: barrier 3.1 eV, mass 0.42, thickness 10 nm
oxide tunnelling exponent = 112.6 (factor exp(-exponent))
```
